# Film Thickness from a Thin-Ring Magnetron and Its Flat Distance

## I. The profile and its central curvature

### Definitions and conventions

The target surface is the plane \(z=0\), and the substrate surface is the plane \(z=h\) with \(h>0\). The racetrack, the groove from which a magnetron target is sputtered, is idealized as a circle of radius \(R\) in the target plane, centred on the \(z\) axis. A point on the substrate is labelled by its distance \(r\) from that axis. The film thickness there after a time \(t\) is \(T(r)\).

The whole ring emits \(N\) atoms per unit time. The angle \(\theta\) is measured from the target normal, which points along \(+z\). Three combinations of lengths recur:

\[
S=h^2+R^2,\qquad A=S+r^2,\qquad Q=A^2-4R^2r^2 .
\]

\(S\) is the squared distance from any point of the ring to the centre of the substrate.

The assumptions are these.

1. The ring has negligible width and emits uniformly along its circumference.
2. Each ring element emits with the cosine law: the fraction of its atoms going into the solid angle \(d\Omega\) is \((\cos\theta/\pi)\,d\Omega\).
3. The atoms fly in straight lines, without collisions.
4. Each atom stays where it lands, and none is removed later. The film has a uniform atomic density \(n\).
5. Target and substrate are flat, parallel and coaxial, and the film is so thin that \(h\) doesn't change.

The factor \(1/\pi\) in assumption 2 normalizes the emission over the forward hemisphere:

\[
\int_0^{\pi/2}\frac{\cos\theta}{\pi}\,2\pi\sin\theta\,d\theta
=\Big[\sin^2\theta\Big]_0^{\pi/2}=1 .
\]

In atomic units the elementary charge is \(e=1\). If singly charged ions carry a current \(I\) to the target and each releases \(Y\) atoms on average, then \(N=YI\). In ordinary units this reads \(N=YI/e\). The rest of the algebra is geometry and has the same form in any units.

### Theorem

Under assumptions 1 to 5:

**(i)** The film thickness is

\[
T(r)=\frac{Nt}{n}\,F(r),\qquad F(r)=\frac{h^2A}{\pi\,Q^{3/2}} .
\]

**(ii)** Near the axis,

\[
\frac{T(r)}{T(0)}=1+\frac{4R^2-2h^2}{S^2}\,r^2+O(r^4).
\]

The central curvature \(T''(0)\) vanishes at \(h=\sqrt2\,R\) and at no other positive distance. At that distance

\[
\frac{T(r)}{T(0)}=1-\frac{5}{27}\left(\frac rR\right)^4+O(r^6).
\]

\(F\) is the arrival density per emitted atom and has the dimension of an inverse area.

### Lemma 1: arrival density from one point

*A point of the ring that emits one atom deposits on the substrate, at distance \(d\) from it, the mean number \(h^2/(\pi d^4)\) per unit area.*

*Proof.* Let \(dA_s\) be a small area of the substrate at distance \(d\) from the source. Its normal makes an angle \(\theta'\) with the line of flight, so it fills the solid angle \(d\Omega=\cos\theta'\,dA_s/d^2\). The number landing on it is \((\cos\theta/\pi)\,d\Omega\). Both normals are parallel to \(z\), and the line of flight has length \(d\) and \(z\) component \(h\). Hence \(\cos\theta=\cos\theta'=h/d\), and the number per unit area is

\[
\frac1\pi\,\frac hd\,\frac hd\,\frac1{d^2}=\frac{h^2}{\pi d^4}.\qquad\blacksquare
\]

One factor \(h/d\) comes from the emission law, the other from the oblique arrival.

### Lemma 2: the average around the ring

*For \(A>|B|\), let angle brackets denote the average over \(\phi\) from \(-\pi\) to \(\pi\). Then*

\[
\left\langle\frac1{(A-B\cos\phi)^2}\right\rangle=\frac{A}{(A^2-B^2)^{3/2}} .
\]

*Proof.* Consider first the average of the first power. Substitute \(u=\tan(\phi/2)\), so that \(\cos\phi=(1-u^2)/(1+u^2)\) and \(d\phi=2\,du/(1+u^2)\). The factor \(1+u^2\) cancels:

\[
\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\phi}{A-B\cos\phi}
=\frac1\pi\int_{-\infty}^{\infty}\frac{du}{(A-B)+(A+B)u^2}.
\]

Both \(A-B\) and \(A+B\) are positive. For positive \(p\) and \(q\), the substitution \(v=u\sqrt{q/p}\) gives

\[
\int_{-\infty}^{\infty}\frac{du}{p+qu^2}
=\frac1{\sqrt{pq}}\int_{-\infty}^{\infty}\frac{dv}{1+v^2}=\frac{\pi}{\sqrt{pq}} .
\]

The average is therefore \((A^2-B^2)^{-1/2}\). Now differentiate with respect to \(A\) at fixed \(B\). This may be done under the integral because the denominator is at least \(A-|B|>0\). The result is

\[
-\left\langle\frac1{(A-B\cos\phi)^2}\right\rangle=-\frac{A}{(A^2-B^2)^{3/2}},
\]

and a change of sign on both sides proves the lemma. \(\blacksquare\)

### Proof of part (i)

Place the substrate point at \((r,0,h)\) and a ring point at \((R\cos\phi,R\sin\phi,0)\). Their squared distance is

\[
d^2=(r-R\cos\phi)^2+R^2\sin^2\phi+h^2=A-2Rr\cos\phi ,
\]

because \(\cos^2\phi+\sin^2\phi=1\). Uniform emission means that \(F\) is the average of Lemma 1 over \(\phi\):

\[
F(r)=\frac{h^2}{\pi}\left\langle\frac1{(A-2Rr\cos\phi)^2}\right\rangle .
\]

Lemma 2 applies with \(B=2Rr\), since \(A-2Rr=h^2+(R-r)^2>0\). It gives \(F=h^2A/(\pi Q^{3/2})\). In the time \(t\), \(NtF\) atoms land per unit area. A film of thickness \(T\) holds \(nT\) atoms per unit area, so \(T=NtF/n\). \(\blacksquare\)

*Test.* The vector expression for the arrival density was summed over 400 points of the ring, for \(h/R=0.6,\,1,\,\sqrt2,\,2.5\) and \(r/R=0,\,0.3,\,1,\,2.2\). It agrees with the closed form to better than two parts in a million.

### Remarks on the profile

*Limits.* For \(h\gg R\) one may drop \(R\), and \(F\to h^2/[\pi(h^2+r^2)^2]\), the profile of a point source. In the opposite case, set \(r=R+\xi\) with \(h\) and \(|\xi|\) much smaller than \(R\). Since \(Q=[h^2+(r-R)^2][h^2+(r+R)^2]\), now \(A\approx2R^2\) and \(Q\approx4R^2(h^2+\xi^2)\), so that

\[
F\approx\frac{h^2}{\pi}\,\frac{2R^2}{8R^3(h^2+\xi^2)^{3/2}}
=\frac{h^2}{4\pi R\,(h^2+\xi^2)^{3/2}} .
\]

This is a narrow band of film facing the racetrack, with a width of order \(h\).

*Rate at the centre.* At \(r=0\), \(A=S\) and \(Q=S^2\), so \(F(0)=h^2/(\pi S^2)\). Its derivative with respect to \(h^2\) is \((S-2h^2)/(\pi S^3)=(R^2-h^2)/(\pi S^3)\). At fixed \(N\) and \(R\) the central rate is thus greatest at \(h=R\), where \(F(0)=1/(4\pi R^2)\). At \(h=\sqrt2\,R\) it is \(2/(9\pi R^2)\), which is \(8/9\) of the greatest value.

### Proposition 3: the captured fraction

*The fraction of emitted atoms that land within a distance \(a\) of the axis is*

\[
P(a)=\frac12\left[1-\frac{S-a^2}{\sqrt{(S+a^2)^2-4R^2a^2}}\right].
\]

*Proof.* With \(x=r^2\), \(2\pi r\,dr=\pi\,dx\), so

\[
P(a)=\int_0^{a^2}\frac{h^2(S+x)}{Q^{3/2}}\,dx,\qquad Q=x^2+2bx+S^2,\qquad b=S-2R^2=h^2-R^2 .
\]

Try an antiderivative \((\alpha+\beta x)Q^{-1/2}\). Since \(Q'=2(x+b)\), its derivative is \(Q^{-3/2}\) times

\[
\beta Q-(\alpha+\beta x)(x+b)=(\beta b-\alpha)x+\beta S^2-\alpha b .
\]

This must equal \(h^2x+h^2S\). The terms in \(x\) require \(\alpha=\beta b-h^2\). The constant terms then require \(\beta(S^2-b^2)=h^2(S-b)\). Division by \(S-b=2R^2\) gives \(\beta=h^2/(S+b)\). As \(S+b=2h^2\), this is \(\beta=1/2\), and \(\alpha=(b-2h^2)/2=-S/2\). The antiderivative is \((x-S)/(2\sqrt Q)\), which equals \(-1/2\) at \(x=0\). Subtraction gives \(P(a)\). \(\blacksquare\)

For \(a\to\infty\) the fraction in the bracket tends to \(-1\) and \(P\to1\): an unlimited substrate collects every atom, as it must. Half of the atoms land within \(a=\sqrt S\).

### Proof of part (ii)

Divide \(F\) by its central value, again with \(x=r^2\):

\[
\frac{F(r)}{F(0)}=\left(1+\frac xS\right)(1+u)^{-3/2},\qquad u=\frac{2bx+x^2}{S^2}.
\]

Insert \((1+u)^{-3/2}=1-\tfrac32u+\tfrac{15}8u^2+O(u^3)\). The coefficient of \(x\) is

\[
c_2=\frac1S-\frac{3b}{S^2}=\frac{h^2+R^2-3h^2+3R^2}{S^2}=\frac{4R^2-2h^2}{S^2}.
\]

Since \(T''(0)=2c_2T(0)\), the curvature vanishes for \(h^2=2R^2\) and for no other positive \(h\). The coefficient of \(x^2\) collects the \(x^2\) part of \(u\), the square of its linear part, and the product with \(x/S\):

\[
c_4=-\frac{3}{2S^2}+\frac{15\,b^2}{2S^4}-\frac{3b}{S^3}.
\]

At \(h^2=2R^2\), \(S=3R^2\) and \(b=R^2\), so

\[
c_4R^4=-\frac16+\frac{15}{162}-\frac19=\frac{-27+15-18}{162}=-\frac5{27}.\qquad\blacksquare
\]

### Proposition 4: why the factor is \(\sqrt2\), and other emission laws

Let one ring point deposit the density \(g(d^2)\). Near the axis \(d^2=S+(r^2-2Rr\cos\phi)\). Expand \(g\) to order \(r^2\) and average, with \(\langle\cos\phi\rangle=0\) and \(\langle\cos^2\phi\rangle=1/2\):

\[
\langle g\rangle=g(S)+r^2\left[g'(S)+R^2g''(S)\right]+O(r^4).
\]

Two effects compete. A step off the axis raises the mean squared distance to the ring, which lowers the deposit because \(g'<0\). It also brings one side of the ring closer and takes the other farther away. Because \(g\) is convex, the near side gains more than the far side loses.

*For emission proportional to \(\cos^m\theta\) with \(m>-1\), the central curvature vanishes at \(h=R\sqrt{(m+3)/2}\).*

*Proof.* The normalized law is \((m+1)\cos^m\theta/(2\pi)\). As in Lemma 1, \(g\propto d^{-(m+3)}=(d^2)^{-p}\) with \(p=(m+3)/2\), at fixed \(h\). The bracket is then proportional to

\[
-pS^{-p-1}+p(p+1)R^2S^{-p-2},
\]

which vanishes for \(S=(p+1)R^2\), that is, \(h^2=pR^2\). \(\blacksquare\)

The cosine law has \(m=1\) and \(p=2\). The factor \(\sqrt2\) thus belongs to that law; emission concentrated more strongly along the normal moves the flat distance outward.

## II. Shape, finite samples and a worked example

### Symbols and results carried over

A ring of radius \(R\) faces a parallel substrate at distance \(h\), and \(r\) is the distance from the common axis. With \(S=h^2+R^2\), \(A=S+r^2\) and \(Q=A^2-4R^2r^2\), the thickness after time \(t\) is

\[
T(r)=\frac{Nt}{n}F(r),\qquad F=\frac{h^2A}{\pi Q^{3/2}},
\]

where \(N\) is the number of atoms emitted per unit time and \(n\) the atomic density of the film. Near the axis \(T/T(0)=1+c_2r^2+c_4r^4+\dots\), with \(c_2=(4R^2-2h^2)/S^2\). At \(h=\sqrt2\,R\), \(c_2=0\) and \(c_4=-5/(27R^4)\). The fraction landing within radius \(a\) is \(P(a)\) of Proposition 3.

### Proposition 5: the shape of the whole deposit

*For \(h\ge\sqrt2\,R\) the thickness falls steadily from the axis outward. For \(h<\sqrt2\,R\) it rises to a single maximum at*

\[
r_{\max}^2=\frac{R^2+\sqrt{R^4+8R^2S}}2-S
\]

*and falls beyond it.*

*Proof.* Let \(x=r^2\). Then \(A'=1\) and \(Q'=2A-4R^2\), where the prime is \(d/dx\). From \(\ln F=\ln A-\tfrac32\ln Q+\text{const}\),

\[
\frac{F'}F=\frac1A-\frac{3Q'}{2Q}=\frac{Q-3A(A-2R^2)}{AQ}.
\]

The denominator is positive. In the numerator put \(Q=A^2-4R^2x\) and \(x=A-S\):

\[
A^2-4R^2(A-S)-3A^2+6R^2A=-2\left(A^2-R^2A-2R^2S\right).
\]

The product of the two roots in \(A\) is \(-2R^2S<0\), so one root is positive:

\[
A_+=\tfrac12\left[R^2+\sqrt{R^4+8R^2S}\right].
\]

\(F\) rises while \(A<A_+\) and falls once \(A>A_+\). On the substrate \(A\) starts at \(S\) and grows. A rising part exists if \(S<A_+\), which means that the quadratic is negative at \(A=S\): \(S^2-3R^2S<0\), or \(h^2<2R^2\). The maximum then lies at \(x=A_+-S\). \(\blacksquare\)

The flat distance is therefore more than a local property of the centre: it separates ring-shaped deposits from dome-shaped ones. As \(h\to0\), \(S\to R^2\), \(A_+\to2R^2\) and \(r_{\max}\to R\), so the maximum lies opposite the racetrack. As \(h\) approaches \(\sqrt2\,R\) from below, it moves to the axis.

### Proposition 6: the best distance for a finite sample

Zero curvature at the centre doesn't give the most uniform film over a sample of radius \(a\). Define the spread

\[
U=\frac{T_{\max}-T_{\min}}{T_{\max}+T_{\min}}\qquad(0\le r\le a).
\]

*To leading order in \(a/R\), \(U\) has a local minimum, as a function of \(h\), at \(h^2=2R^2-\tfrac56a^2\). There the edge is as thick as the centre, and \(U\) is one quarter of its value at \(h=\sqrt2\,R\).*

*Proof.* Write \(h^2=2R^2-\eta\), with \(\eta\) of order \(a^2\). To leading order \(c_2=2\eta/(9R^4)\) and \(c_4=-\kappa\), with \(\kappa=5/(27R^4)\). Setting \(q=c_2/\kappa=\tfrac65\eta\) and \(x=r^2\),

\[
\frac{T}{T(0)}-1=\kappa\,(qx-x^2),\qquad 0\le x\le X=a^2 .
\]

The range of the right-hand side, its maximum minus its minimum, depends on \(q\) as follows.

- For \(q\le0\) it falls throughout, and the range is \(\kappa(X^2-qX)\ge\kappa X^2\).
- For \(0<q\le X\) the maximum \(\kappa q^2/4\) lies at \(x=q/2\) and the minimum \(\kappa(qX-X^2)\) at the edge. The range is \(\kappa(X-q/2)^2\), which falls as \(q\) grows.
- For \(X<q\le2X\) the minimum is zero, at the centre. The range is \(\kappa q^2/4\), which rises with \(q\).
- For \(q>2X\) the expression rises throughout, and the range \(\kappa(qX-X^2)\) exceeds \(\kappa X^2\).

The smallest range is \(\kappa X^2/4\), at \(q=X\), against \(\kappa X^2\) at \(q=0\). The condition \(q=X\) gives \(\eta=\tfrac56a^2\) and makes the expression zero at \(x=X\). To leading order \(U\) is half the range. \(\blacksquare\)

*Test.* For \(a=0.1R\), a search over \(R\le h\le1.8R\) with the full profile gives a spread 3.97 times smaller than at \(\sqrt2\,R\), close to the limiting factor 4.

*The minimum is local.* A very distant substrate is also coated evenly: for \(h\gg R\), \(c_2\approx-2/h^2\) and \(U\approx a^2/h^2\), which tends to zero. The price is a central rate that falls as \(1/h^2\) and a longer path through the gas. Between the two regimes a small sample is coated less evenly. With \(c_2=(6R^2-2S)/S^2\), the derivative with respect to \(S\) is \((2S-12R^2)/S^3\), so \(c_2\) is most negative at \(S=6R^2\), or \(h=\sqrt5\,R\).

### Remark: an uneven ring

Suppose that the emission along the ring varies as \(1+\varepsilon\cos\phi\), with \(\phi\) measured from the direction of the substrate point. The linear term of the expansion in Proposition 4 no longer averages to zero. It is \(-2Rr\,g'(S)\,\langle\varepsilon\cos^2\phi\rangle=-\varepsilon Rr\,g'(S)\). For the cosine law \(g'/g=-2/S\), so the relative change in thickness is \(2\varepsilon Rr/S\). At \(h=\sqrt2\,R\) this is \(\tfrac23\varepsilon r/R\), a slope across the centre that no choice of distance near \(\sqrt2\,R\) removes. If the emission is constant in time, turning the substrate about the axis at a steady speed through whole revolutions averages it away.

### Worked example: a small germanium magnetron

The inputs are rough typical values: \(R=25\) mm, a sample of radius \(a=12.5\) mm, an ion current of 0.20 A, one sputtered atom per ion, and a film density of 5.3 g/cm³. The last corresponds to \(n=4.395\times10^{28}\) atoms/m³. The flat distance is

\[
h=\sqrt2\times25\ \text{mm}=35.4\ \text{mm}.
\]

The emission rate is \(N=YI/e=1.248\times10^{18}\) s\(^{-1}\). With \(F(0)=2/(9\pi R^2)\), the growth rate at the centre is

\[
\frac{N}{n}\,\frac{2}{9\pi R^2}
=\frac{1.248\times10^{18}\ \text{s}^{-1}}{4.395\times10^{28}\ \text{m}^{-3}}\;
\frac{2}{9\pi(0.025\ \text{m})^2}=3.2\ \text{nm/s},
\]

or 32 angstrom/s. At the sample edge \(r=R/2\), so \(A=3.25R^2\) and \(Q=(3.25^2-1)R^4=9.5625R^4\). Hence

\[
\frac{T(a)}{T(0)}=\frac{3.25}{3}\left(\frac{9}{9.5625}\right)^{3/2}=0.989 .
\]

The quartic formula gives \(1-\tfrac5{27}\cdot\tfrac1{16}=0.988\). After 60 s the film is 193 nm thick at the centre and 191 nm at the edge. The sample collects 5.5 % of the emitted atoms, and a disc of radius \(R\) would collect 21 %.

The thickness relative to the centre, at three distances and with everything else fixed, is:

| \(h\) (mm) | \(r=12.5\) mm | \(r=25\) mm | \(r=37.5\) mm |
|---|---|---|---|
| 25.0 | 1.099 | 1.073 | 0.623 |
| 35.4 | 0.989 | 0.866 | 0.591 |
| 50.0 | 0.959 | 0.829 | 0.630 |

At \(h=R\) the deposit is ring-shaped, with a maximum of 1.143 at \(r=18.7\) mm. At the flat distance the film is even over the small sample, yet 13 % thinner than at the centre by \(r=R\). Vanishing curvature is no promise of uniformity over a substrate as wide as the racetrack.

For this sample, the search over \(R\le h\le1.8R\) places the best distance at 33.5 mm, and Proposition 6 gives the same value to this accuracy. The spread falls from 0.54 % at \(\sqrt2\,R\) to 0.16 %. The gain is 3.4, not 4, because \(a=R/2\) is not small. By the estimate \(U\approx a^2/h^2\), a distant substrate would match 0.16 % only at about 0.3 m, farther than the mean free path found below.

### What the model leaves out

*Gas scattering.* For argon at 1 mTorr and 400 K, with a rough collision cross-section of 20 angstrom², the mean free path is 207 mm. The path from ring to centre is \(\sqrt3\,R=43.3\) mm, so \(e^{-43.3/207}=81\,\%\) of the atoms on it arrive without a collision. One might expect the deposit to drop by a similar 19 %. A calculation with two million random flights shows otherwise: the sample receives \(0.995\pm0.003\) of its collisionless deposit, the uncertainty being one statistical standard error. With the statistical error reduced, the same model gives 0.990, so the loss is about 1 %. The value also depends on the rough cross-section: doubling it lowers the ratio to about 0.98. Scattered atoms therefore replace nearly all of those removed from direct paths. Of all emitted atoms, 96.9 % still reach the substrate plane.

The masses limit how far one collision can turn a germanium atom. In that calculation the collisions are elastic, with argon atoms at rest, and isotropic in the centre-of-mass frame. A germanium atom of mass \(M\) moving along the unit vector \(\mathbf u\) leaves a collision with an argon atom of mass \(m\) along \(M\mathbf u+m\mathbf k\), where \(\mathbf k\) is a random unit vector. As \(m<M\), the deflection is at most \(\arcsin(m/M)<90^\circ\). This forward motion matters: if each collision instead sent the atom off in a random direction, with the same mean free path, the sample would receive only about 0.91 of its collisionless deposit. The nearly complete compensation thus relies on germanium being heavier than argon and should not be assumed for lighter target atoms.

The mean thickness in the annulus from 12.5 to 25 mm, relative to that on the sample, is 0.939 without gas and \(0.936\pm0.003\) with it. No change in shape is resolved by this measure. Its error of 0.3 % is larger than the spread of 0.16 % found above, so it doesn't show that the profile on the sample, or the best distance, is unaffected by the gas. The calculation omits thermal motion of the gas and the energy dependence of the cross-section, and it lets both absorbing planes extend without limit.

*Source and emission.* The following changes are made one at a time, with the substrate held at 35.4 mm. The reference ratio of edge to centre thickness is 0.989.

- Emission as \(\cos^{0.7}\theta\) gives a ratio of 0.983 and a flat distance of 34.0 mm.
- Emission as \(\cos^{1.5}\theta\) gives 1.001 and 37.5 mm. The substrate then lies inside the flat distance, and the edge is slightly thicker than the centre.
- A racetrack 8 mm wide, eroded evenly per unit area, gives 0.987 and 35.0 mm.
- A groove 3 mm deep, treated as an increase of \(h\) by 3 mm, gives 0.977 and lowers the central rate by 6 %. The tilt and shadowing of the groove walls are left out.

### Beside a real magnetron

A racetrack radius of a few centimetres, a current of some tenths of an ampere and a yield near one atom per ion are ordinary for a small laboratory source. The pressure of 1 mTorr is at the low end of common practice. At 5 mTorr, with the other gas data unchanged, the exponent above is five times larger, and the uncollided share on the path to the centre drops to \(e^{-1.05}\approx35\,\%\). As the case of 1 mTorr shows, this share alone doesn't tell how far the deposit departs from the straight-flight profile. That takes a new transport calculation at the higher pressure. The measured discharge current also includes electrons released from the target, so the ion current is somewhat smaller than the meter reading, and the rate falls in proportion. Incomplete sticking and resputtering were not sized.

Real sources depart most plainly from the thin ring and the cosine law: the racetrack has width, it deepens with use, and the angular distribution depends on the target and the ion energy. In the cases above, the changes of emission law and the groove shift the edge-to-centre ratio by between 0.6 and 1.3 %, which is comparable with the 1.1 % by which the edge is thinner than the centre in the ideal model. The distance \(\sqrt2\,R\) is thus a starting point for a coaxial, stationary sample much smaller than the racetrack, at low pressure and with near-cosine emission. The final distance has to be set from a measured thickness profile. Further values for the example are in the numerical output.

## Computed results

```
Ring radius R: 25.0 mm; sample radius: 12.5 mm
Ion current: 0.20 A; yield: 1.0 atoms/ion
Film density: 5.3 g/cm3 = 4.395e+28 atoms/m3
Emitted atoms: 1.248e+18 1/s
Flat distance/R from definition: 1.414213 (no unit)
Flat distance sqrt(2) R: 35.36 mm
Quartic coefficient from definition: -0.1851; -5/27 = -0.1852
Rate at centre: 3.215 nm/s = 32.15 angstrom/s
Rate at sample edge: 3.180 nm/s
Deposition time: 60 s
Thickness at centre: 192.9 nm
Thickness at sample edge: 190.8 nm
Fraction landing on sample: 5.54 %
Fraction landing within R: 21.13 %
Thickness relative to centre at r = 5, 12.5, 25, 37.5 mm (no unit):
  h = 25.00 mm: 1.0194, 1.0991, 1.0733, 0.6231
  h = 35.36 mm: 0.9997, 0.9892, 0.8660, 0.5908
  h = 50.00 mm: 0.9936, 0.9587, 0.8286, 0.6304
Off-axis maximum at h = R: r = 18.73 mm, ratio 1.1430
Best distance for sample: 33.47 mm
Small-sample estimate of it: 33.46 mm
Half-range spread at sqrt(2) R: 0.545 %
Half-range spread at best distance: 0.161 %
Spread gain, sample radius 0.1 R: 3.974 (no unit)
Neglected effects, at h = sqrt(2) R unless stated:
Argon: 1.0 mTorr, 400 K
Collision cross-section: 20 angstrom^2
Mean free path: 207 mm; ring to centre: 43.3 mm
Unscattered on path to centre: 81.1 %
Sample deposit, gas/no gas: 0.995 +- 0.003
All landed atoms with gas: 96.9 % of emitted
Mean thickness, annulus 12.5-25 mm over sample disc (no unit):
  no gas 0.9393; gas 0.9357 +- 0.0033
Edge/centre, cosine emission: 0.9892 (no unit)
Emission cos^0.7: flat distance 34.00 mm, edge/centre 0.9833
Emission cos^1.5: flat distance 37.50 mm, edge/centre 1.0014
Racetrack width 8 mm: flat distance 35.00 mm, edge/centre 0.9875
Groove depth 3 mm: centre rate ratio 0.9417, edge/centre 0.9767
```
